# The Laplace expansion and Poisson's equation for a density n(r)Y_lm

## The problem with the direct integral

A charge density $\rho$ produces the potential

$$V(\mathbf r)=\int\frac{\rho(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r' .\tag{1}$$

Used as it stands, this formula demands a new three-dimensional integral for every field point $\mathbf r$. Wherever $\rho(\mathbf r)\neq0$ the integrand is infinite at $\mathbf r'=\mathbf r$, so a grid that happens to contain the field point gives an infinite sum. Nor does the formula show what happens to the shape of the charge: if $\rho$ has the angular dependence of one spherical harmonic, (1) does not reveal the angular dependence of $V$.

All three difficulties come from the distance $|\mathbf r-\mathbf r'|$, which mixes radii and angles. The cure is to write its inverse as a sum of products, each with one factor for the radii and one for the angles.

I use units in which a unit charge has potential $1/r$, so that Poisson's equation reads $\nabla^2V=-4\pi\rho$. In the numerical work these are atomic units, with lengths in bohr and energies in hartree.

## Simplest case: two points on one ray

Let two points lie at distances $r_1\neq r_2$ from the origin, in the same direction. Call the smaller distance $r_<$, the larger $r_>$, and their ratio $t=r_</r_>$, so that $t<1$. The geometric series gives

$$\frac1{r_{12}}=\frac1{r_>-r_<}=\frac1{r_>}\,\frac1{1-t}=\sum_{l=0}^\infty\frac{r_<^l}{r_>^{l+1}} .\tag{2}$$

Each term is already a product of a power of one radius and a power of the other. The limit $r_<\to0$ leaves $1/r_>$, as it should. At $t=1$ the points coincide and the series diverges, as does $1/r_{12}$.

## Opening the angle

Now let the directions differ by an angle $\gamma$, and write $x=\cos\gamma$. The law of cosines, $r_{12}^2=r_>^2-2r_>r_<x+r_<^2$, gives

$$\frac1{r_{12}}=\frac1{r_>}\,(1-2tx+t^2)^{-1/2} .$$

Define $P_l(x)$ as the coefficient of $t^l$ in the last factor. Then

$$\frac1{r_{12}}=\sum_{l=0}^\infty\frac{r_<^l}{r_>^{l+1}}\,P_l(\cos\gamma) .\tag{3}$$

To see what the coefficients are and where the series converges, factor the quadratic:

$$1-2tx+t^2=(1-te^{i\gamma})(1-te^{-i\gamma}) .$$

For $|z|<1$ the binomial series is $(1-z)^{-1/2}=\sum_k a_kz^k$ with $a_k=(2k)!/(4^k\,k!^2)>0$. Multiply the series for $z=te^{i\gamma}$ and $z=te^{-i\gamma}$ and collect the power $t^l$. The terms $k$ and $l-k$ are complex conjugates, so their imaginary parts cancel:

$$P_l(\cos\gamma)=\sum_{k=0}^l a_k\,a_{l-k}\cos\big((l-2k)\gamma\big) .\tag{4}$$

With $a_0=1$, $a_1=\tfrac12$, $a_2=\tfrac38$ this gives $P_0=1$, $P_1=x$ and $P_2=\tfrac34\cos2\gamma+\tfrac14=\tfrac12(3x^2-1)$. Since $\cos n\gamma$ is a polynomial in $\cos\gamma$, every $P_l$ is a polynomial in $x$.

**Limit $\gamma=0$.** Here the generating factor is $1/(1-t)$, so $P_l(1)=1$ and (3) returns to (2). Because all $a_k$ are positive, (4) is largest when every cosine equals 1. Hence $|P_l(x)|\le P_l(1)=1$ for $-1\le x\le1$. If the sum (3) is stopped at $l=L$, the error is at most

$$\frac1{r_>}\sum_{l>L}t^l=\frac{t^{L+1}}{r_>(1-t)} .\tag{5}$$

This bound does not depend on the angle, so for fixed $t<1$ the convergence is uniform in angle.

**Numbers.** Take $r_1=1$, $r_2=2$ bohr and $\gamma=60^\circ$, so $t=x=\tfrac12$. The first three terms are $\tfrac12$, $\tfrac14\cdot\tfrac12$ and $\tfrac18\cdot(-\tfrac18)$, with partial sums 0.5000, 0.6250 and 0.6094. The exact value is $1/\sqrt3=0.57735$ per bohr. Stopping at $l=8$ gives 0.57766, an error of 0.0003 where (5) allows 0.0020.

## The equation and the norm of $P_l$

To split $\gamma$ into the separate directions of the two points I need to connect $P_l$ with the spherical harmonics. Put point 2 on the $z$ axis and let $r_1<r_2$, so that $\gamma$ is the polar angle of point 1. Away from the origin $1/r$ satisfies Laplace's equation, since $r^{-2}\,\frac{d}{dr}\big(r^2\cdot(-r^{-2})\big)=0$. Moving the origin does not change this, so $\nabla_1^2(1/r_{12})=0$. For a function without azimuthal dependence,

$$\nabla^2f=\frac1{r^2}\frac{\partial}{\partial r}\Big(r^2\frac{\partial f}{\partial r}\Big)+\frac1{r^2}\frac{\partial}{\partial x}\Big((1-x^2)\frac{\partial f}{\partial x}\Big) .$$

The series may be differentiated term by term, because it is a product of power series inside their circles of convergence. Applied to $r_1^lP_l(x)$, the radial part gives $l(l+1)r_1^{l-2}P_l$. The total must vanish for every $r_2>r_1$, so the coefficient of each power of $1/r_2$ vanishes:

$$\big[(1-x^2)P_l'\big]'+l(l+1)P_l=0 .\tag{6}$$

Multiply (6) by $P_k$, subtract the same expression with $k$ and $l$ exchanged, and integrate from $-1$ to $1$. After integration by parts the derivative terms cancel, and the boundary terms vanish through the factor $1-x^2$. What remains is $[l(l+1)-k(k+1)]\int P_lP_k\,dx=0$, so different $P_l$ are orthogonal.

The norm follows from the square of the generating function, in which the cross terms now integrate to zero:

$$\sum_l t^{2l}\int_{-1}^1P_l^2\,dx=\int_{-1}^1\frac{dx}{1-2tx+t^2}=\frac1t\ln\frac{1+t}{1-t}=\sum_l\frac{2\,t^{2l}}{2l+1} .$$

Comparing powers gives $\int_{-1}^1P_l^2\,dx=2/(2l+1)$. For $l=0$ this is 2, the length of the interval.

## From one angle to two directions

The spherical harmonics $Y_{lm}(\Omega)$, $m=-l,\dots,l$, are the orthonormal smooth functions on the sphere that depend on azimuth as $e^{im\varphi}$ and obey

$$\Lambda Y_{lm}=-l(l+1)Y_{lm},\tag{7}$$

where $\Lambda$ is the angular part of $r^2\nabla^2$. For given $l$ they span all smooth solutions of (7), and together they form a complete set on the sphere. I take these standard properties as the definition, with the Condon–Shortley phase.

For $m=0$, (7) is equation (6). Two solutions $f,g$ of (6) have $(1-x^2)(fg'-gf')$ constant. If both are smooth at $x=1$ the constant is zero, so they are proportional. Therefore $Y_{l0}=c\,P_l(\cos\theta)$, and normalization requires $2\pi c^2\cdot2/(2l+1)=1$. With the conventional positive sign,

$$Y_{l0}=\sqrt{\frac{2l+1}{4\pi}}\;P_l(\cos\theta) .\tag{8}$$

Now consider the sum

$$G(\Omega_1,\Omega_2)=\sum_{m=-l}^lY_{lm}(\Omega_1)\,Y_{lm}^*(\Omega_2) .$$

A rotation $R$ does not change the form of $\Lambda$, so $Y_{lm}(R\Omega)$ is again a solution of (7) with the same $l$: $Y_{lm}(R\Omega)=\sum_{m'}U_{mm'}Y_{lm'}(\Omega)$. Rotation also preserves integrals over the sphere, so the rotated functions are orthonormal and $U$ is unitary. Hence

$$G(R\Omega_1,R\Omega_2)=\sum_{m'm''}\Big(\sum_mU_{mm'}U^*_{mm''}\Big)Y_{lm'}(\Omega_1)Y^*_{lm''}(\Omega_2)=G(\Omega_1,\Omega_2),$$

because the bracket is $\delta_{m'm''}$. I may therefore rotate direction 2 onto the $z$ axis, after which direction 1 has polar angle $\gamma$. On the axis the azimuth is undefined, so a continuous function proportional to $e^{im\varphi}$ must vanish there unless $m=0$. One term survives, and (8) with $P_l(1)=1$ gives the addition theorem

$$\sum_{m=-l}^lY_{lm}(\Omega_1)\,Y_{lm}^*(\Omega_2)=\frac{2l+1}{4\pi}\,P_l(\cos\gamma) .\tag{9}$$

The right side is real, so the star may stand on either factor.

**Limit of equal directions.** With $\gamma=0$, $\sum_m|Y_{lm}|^2=(2l+1)/4\pi$ in every direction. Integrated over the sphere this gives $2l+1$, the number of normalized functions in the sum. It also shows that $|Y_{lm}|\le\sqrt{(2l+1)/4\pi}$.

Solving (9) for $P_l$ and inserting it in (3) gives the Laplace expansion

$$\boxed{\frac1{r_{12}}=\sum_{l=0}^\infty\sum_{m=-l}^l\frac{4\pi}{2l+1}\,\frac{r_<^l}{r_>^{l+1}}\,Y_{lm}(\Omega_1)\,Y_{lm}^*(\Omega_2),\qquad r_1\neq r_2}\tag{10}$$

## A single charged shell

Before treating a full density, place charge on a sphere of radius $s$ with angular distribution $Y_{lm}(\Omega')$, and let the field point have $r\neq s$. Insert (10) with point 1 as the field point, renaming the summation indices $l',m'$. Uniform convergence in angle allows integration term by term, and orthonormality, $\int Y^*_{l'm'}Y_{lm}\,d\Omega'=\delta_{ll'}\delta_{mm'}$, leaves one term:

$$\int\frac{Y_{lm}(\Omega')}{|\mathbf r-\mathbf r'|}\,d\Omega'=\frac{4\pi}{2l+1}\,\frac{r_<^l}{r_>^{l+1}}\,Y_{lm}(\Omega) .\tag{11}$$

Here $r_<$ and $r_>$ refer to $r$ and $s$. The shell's potential has the same angular pattern as its charge. It grows as $r^l$ inside and falls as $r^{-l-1}$ outside.

**Limit $l=0$.** The constant $Y_{00}$ cancels, and the integral of $1/|\mathbf r-\mathbf r'|$ over directions is $4\pi/r_>$. A uniform shell has a constant potential inside, and outside it acts as if its charge sat at the centre.

## Stacking the shells

Let $\rho=n(r)Y_{lm}(\Omega)$. I assume that $n$ is continuous for $r>0$, bounded near the origin, and such that $\int_0^\infty s|n(s)|\,ds$ is finite. This is enough for (1) to converge absolutely. To see it, bound $|Y_{lm}|$ by its maximum and use the $l=0$ shell result. The integral of $|\rho|/|\mathbf r-\mathbf r'|$ is then at most a constant times $\int s^2|n|/r_>\,ds$, and $s^2/r_>\le s$.

The integral may thus be done shell by shell. The single radius $s=r$, where (10) was not established, contributes nothing to the integral over $s$. With the volume element $s^2\,ds\,d\Omega'$ and (11),

$$V=Y_{lm}(\Omega)\,\frac{4\pi}{2l+1}\int_0^\infty\frac{r_<^l}{r_>^{l+1}}\,n(s)\,s^2\,ds .$$

For $s<r$ the kernel is $s^l/r^{l+1}$, and for $s>r$ it is $r^l/s^{l+1}$. Splitting the integral at $r$ gives $V=v(r)Y_{lm}(\Omega)$ with

$$\boxed{v(r)=\frac{4\pi}{2l+1}\left[\frac{A(r)}{r^{l+1}}+r^lB(r)\right]}\tag{12}$$

$$A(r)=\int_0^rs^{l+2}n(s)\,ds,\qquad B(r)=\int_r^\infty s^{1-l}n(s)\,ds .\tag{13}$$

$A$ collects the multipole moment of the charge inside radius $r$, and $B$ the effect of the charge outside. Both are running integrals, so one sweep outward and one inward give $v$ at every radius of a grid.

A general density is a sum of terms $n_{lm}(r)Y_{lm}$. Poisson's equation is linear, so each term is solved separately. For $m\neq0$ a single term is complex, and a real density contains $m$ and $-m$ in a real combination.

**Far limit.** If $\int_0^\infty s^{l+2}|n|\,ds$ is finite, $A$ tends to a constant $A(\infty)$. The outer part, relative to $r^{-l-1}$, is $r^{2l+1}|B|\le\int_r^\infty s^{l+2}|n|\,ds\to0$. If $A(\infty)\neq0$, then $v\to\frac{4\pi}{2l+1}A(\infty)\,r^{-l-1}$, the field of a point multipole.

## Does it solve the differential equation?

For $V=vY_{lm}$, (7) turns Poisson's equation into

$$v''+\frac2rv'-\frac{l(l+1)}{r^2}v=-4\pi n .\tag{14}$$

From (13), $A'=r^{l+2}n$ and $B'=-r^{1-l}n$. Write $K=4\pi/(2l+1)$. The first derivative is

$$v'=K\big[-(l+1)r^{-l-2}A+l\,r^{l-1}B+rn-rn\big] .$$

The last two terms come from the moving limits and cancel. Differentiating the rest once more,

$$v''=K\big[(l+1)(l+2)r^{-l-3}A+l(l-1)r^{l-2}B-(l+1)n-ln\big] .$$

Now form the left side of (14). The coefficient of $Kr^{-l-3}A$ is $(l+1)(l+2)-2(l+1)-l(l+1)=0$, and that of $Kr^{l-2}B$ is $l(l-1)+2l-l(l+1)=0$. What remains is $-K(2l+1)n=-4\pi n$, as required.

**Boundary behaviour.** Since $s/r\le1$ in $A$ and $r/s\le1$ in $B$,

$$\left|\frac{A}{r^{l+1}}\right|\le\int_0^r\frac sr\,s|n|\,ds,\qquad |r^lB|\le\int_r^\infty s|n|\,ds .$$

Both are bounded by $\int_0^\infty s|n|\,ds$, so $v$ is finite at the origin. As $r\to\infty$ the second tends to zero. So does the first: the part from any fixed range of $s$ falls as $1/r$, and the part beyond that range is as small as the tail of a convergent integral.

**Uniqueness.** Suppose another solution for $r>0$ is also bounded at the origin and vanishes at infinity uniformly in angle. Project the difference of the two onto any $Y_{l'm'}$. The projection obeys (14) with $l'$ in place of $l$ and $n=0$, so it is $c_1r^{l'}+c_2r^{-l'-1}$. Boundedness at the origin gives $c_2=0$, and decay at infinity gives $c_1=0$. Every projection vanishes, and since the $Y_{l'm'}$ are complete, so does the difference.

**Where the conditions matter.** Suppose $n=1/s^2$ at large $s$, so that $\int s|n|\,ds$ diverges. For $l=0$, $B$ is infinite. For $l\ge1$ both integrals exist, but $A/r^{l+1}\to1/(l+1)$ and $r^lB\to1/l$, so $v\to4\pi/[l(l+1)]$. The potential no longer vanishes at infinity.

At the origin the trouble is milder. If $n(0)\neq0$ and $l>0$, the density has no single value there, and (14) is meant for $r>0$. For $l=2$, $B$ then grows as $n(0)\ln(1/r)$. This gives $v$ a term proportional to $r^2\ln(1/r)$, which vanishes at the origin although its second derivative diverges.

## Worked case: the charge cloud of a p orbital

Take the normalized model orbital $ze^{-r}/\sqrt\pi$, with density $\rho=z^2e^{-2r}/\pi=r^2e^{-2r}\cos^2\theta/\pi$. From $P_2=\tfrac12(3\cos^2\theta-1)$,

$$\cos^2\theta=\tfrac13+\tfrac23P_2=\frac{\sqrt{4\pi}}3\,Y_{00}+\frac23\sqrt{\frac{4\pi}5}\,Y_{20}=1.1816\,Y_{00}+1.0569\,Y_{20} .$$

So there are two radial problems, with $n_0=1.1816\,r^2e^{-2r}/\pi$ and $n_2=1.0569\,r^2e^{-2r}/\pi$.

At $r=2$ bohr the integrals for $l=2$ are $A=0.20943$ and $B=0.0077021$. Equation (12) gives

$$v_2=\frac{4\pi}5\left[\frac{0.20943}{8}+4\times0.0077021\right]=2.5133\,[0.02618+0.03081]=0.1432 .$$

The charge outside 2 bohr contributes about 18% more than the charge inside. For $l=0$, $A=0.10470$ and $B=0.06114$, so $v_0=4\pi[0.05235+0.06114]=1.4262$.

Write the potential as $V=\varphi_0(r)+\varphi_2(r)P_2(\cos\theta)$. By (8), $\varphi_0=v_0/\sqrt{4\pi}=0.4023$ and $\varphi_2=v_2\sqrt{5/4\pi}=0.0903$ hartree.

In these units $V$ is the repulsion energy of a point electron held at $\mathbf r$, with the cloud kept fixed. On the axis $P_2=1$, and in the equatorial plane $P_2=-\tfrac12$:

- axis: $0.4023+0.0903=0.4927$ hartree (13.41 eV), after rounding the sum of the unrounded terms;
- plane: $0.4023-0.0452=0.3571$ hartree (9.72 eV).

The difference, 0.1355 hartree (3.69 eV), comes from the $l=2$ term alone. The repulsion is larger on the axis, along which the cloud is concentrated. Direct three-dimensional integration of (1) agrees with both energies to the six decimals printed.

**Closed forms.** Let $y=2r$ and $E_k=e^{-y}\sum_{j=0}^ky^j/j!$. Differentiation gives $dE_k/dy=-e^{-y}y^k/k!$, because all other terms cancel in pairs. Therefore

$$\int_r^\infty s^ke^{-2s}\,ds=\frac{k!}{2^{k+1}}E_k,\qquad\int_0^rs^ke^{-2s}\,ds=\frac{k!}{2^{k+1}}(1-E_k) .$$

Including the weights $\tfrac13$ and $\tfrac23$ and the factor $1/\pi$ of the density, (12) becomes

$$\varphi_0=\frac43\left[\frac34\,\frac{1-E_4}r+\frac38E_3\right]=\frac{1-E_4}r+\frac12E_3,$$

$$\varphi_2=\frac8{15}\left[\frac{45}8\,\frac{1-E_6}{r^3}+\frac{r^2}4E_1\right]=\frac{3(1-E_6)}{r^3}+\frac2{15}r^2E_1 .$$

**Limits.** As $r\to0$, $1-E_k$ vanishes as $r^{k+1}$, so $\varphi_0\to\tfrac12$ and $\varphi_2\approx\tfrac2{15}r^2$. The potential at the centre is finite and has no preferred direction. As $r\to\infty$ every $E_k$ vanishes exponentially, apart from powers of $r$. Then $\varphi_0\to1/r$, the field of one unit of charge, and $\varphi_2\to3/r^3$. The coefficient 3 is the quadrupole moment $\int\rho\,r^2P_2\,d^3r$, which separate quadrature gives as 3.000 bohr$^2$.

How far out must one go before the point quadrupole is adequate? The ratio of $\varphi_2$ to $3/r^3$ is

| $r$ (bohr) | $\varphi_2$ (hartree) | ratio |
|---|---|---|
| 1 | 0.0677 | 0.023 |
| 2 | 0.0903 | 0.241 |
| 4 | 0.0386 | 0.824 |
| 8 | 0.0059 | 0.999 |

At 2 bohr the far-field formula is about four times too large. Much of the quadrupole moment lies farther out: $A$ is 0.209 there, but has reached 1.885 at 8 bohr. Splitting the ratio 0.241 in the proportion 0.02618 to 0.03081 found above, the inner term supplies only 0.11. The outer term $r^2B$, which the far-field formula omits, supplies the other 0.13. The two radial integrals cover both regions without a change of formula.

The numerical check also tests (12) against direct integration for three other densities at the single field point $(0.9,-0.5,1.1)$ bohr, with $(l,m)=(3,2)$, $(1,-1)$ and $(2,1)$. The largest absolute difference in $V$ is $8\times10^{-8}$ in atomic units.

## Table of computed values

```
Laplace expansion: r1 = 1 bohr, r2 = 2 bohr, gamma = 60 degrees
exact 1/r12 = 0.577350 1/bohr
  sum to l =  0: 0.500000 1/bohr, error bound 0.500000 1/bohr
  sum to l =  1: 0.625000 1/bohr, error bound 0.250000 1/bohr
  sum to l =  2: 0.609375 1/bohr, error bound 0.125000 1/bohr
  sum to l =  4: 0.572998 1/bohr, error bound 0.031250 1/bohr
  sum to l =  8: 0.577655 1/bohr, error bound 0.001953 1/bohr
  sum to l = 16: 0.577350 1/bohr, error bound 0.000008 1/bohr
General tests with (l,m) = (3,2), (1,-1), (2,1), atomic units
  largest |direct 3D integral - radial formula| = 7.9e-08
  largest residual of the radial equation = 8.2e-08
p_z cloud, rho = z^2 exp(-2r)/pi, atomic units
  total charge = 1.000000 electrons
  quadrupole moment, integral of rho r^2 P_2 = 3.000000 bohr^2
  coefficient of Y_00 in cos^2(theta) = 1.181636
  coefficient of Y_20 in cos^2(theta) = 1.056887
Radial integrals for l = 0 (atomic units): r, A, B, v
   0.5  0.001032  1.3837e-01  1.764746
   1.0  0.014853  1.2090e-01  1.705862
   2.0  0.104703  6.1140e-02  1.426175
   4.0  0.253989  5.9776e-03  0.873047
   8.0  0.281982  1.3137e-05  0.443101
Radial integrals for l = 2 (atomic units): r, A, B, v
   0.5  0.000158  6.1881e-02  0.042048
   1.0  0.008580  3.4147e-02  0.107383
   2.0  0.209434  7.7021e-03  0.143226
   4.0  1.299336  2.5392e-04  0.061236
   8.0  1.884769  1.6090e-07  0.009278
r (bohr), phi0 (hartree), phi2 (hartree), phi2/(3/r^3)
   0.5  0.497826  0.026523  0.001105
   1.0  0.481215  0.067736  0.022579
   2.0  0.402317  0.090344  0.240919
   4.0  0.246282  0.038626  0.824031
   8.0  0.124997  0.005852  0.998780
Repulsion energy of a point electron at r = 2.0 bohr
  on the z axis, radial formula: 0.492661 hartree = 13.406 eV
  on the z axis, direct 3D integral: 0.492661 hartree
  in the xy plane, radial formula: 0.357144 hartree = 9.718 eV
  in the xy plane, direct 3D integral: 0.357144 hartree
  axis minus plane: 0.135517 hartree = 3.688 eV
```
